# Phonon transmission through one halved spring in a monatomic chain

## Problem

An infinite chain of equal masses $m$ has equilibrium spacing $a$. Neighbouring masses are joined by harmonic springs of stiffness $K$, except that the spring between sites 0 and 1 has stiffness $\kappa K$, with $\kappa>0$. There are no other forces. A phonon of wavenumber $q$, with $0<qa<\pi$, arrives from the left.

1. Find the transmitted fraction $T$ of the phonon's energy for any $\kappa$.
2. Halve the spring, $\kappa=1/2$, and show that $T$ is exactly one half at $qa=\pi/2$.
3. Decide whether any other value of $\kappa$ does the same at this wavenumber, and find how sensitive $T$ is to a small error in $\kappa$.
4. Apply the result to compression waves along the $c$ axis of graphite, with one interlayer contact half as stiff as the others, and judge how far the model can be trusted there.

## Hints

**Hint 1.** Write the displacements as an incident plus a reflected wave on the left, and a transmitted wave on the right. Only the equations of motion of sites 0 and 1 contain the altered spring.

**Hint 2.** Continue each outer wave one site past the altered spring, as if the chain were uniform. The continued wave obeys the uniform equation of motion. Subtract that equation from the true one.

**Hint 3.** The two conditions you obtain have the same right-hand side. Equate their left-hand sides before doing anything else.

**Hint 4.** Take a factor $e^{iqa/2}$ out of sums such as $1+e^{iqa}$ before squaring a modulus.

## Full solution

### The waves and their energy flux

Let $\theta=qa$ and $z=e^{i\theta}$, and let all displacements vary in time as $e^{-i\omega t}$. Away from the altered spring, Newton's law reads
$$-m\omega^2u_n=K(u_{n+1}-u_n)+K(u_{n-1}-u_n).$$
Inserting $u_n=z^n$ and dividing by $z^n$ gives $-m\omega^2=K(z+z^{-1}-2)$. Since $z+z^{-1}=2\cos\theta$,
$$\omega^2=\frac{2K}{m}(1-\cos\theta)=\frac{4K}{m}\sin^2\frac{\theta}{2},\qquad \omega=2\sqrt{\frac Km}\,\sin\frac\theta2 .$$
The highest frequency is $\omega_{\max}=2\sqrt{K/m}$. For $0<\theta<\pi$ the group velocity
$$v=\frac{d\omega}{dq}=a\sqrt{\frac Km}\cos\frac\theta2$$
is positive, so $z^n$ carries energy to the right and $z^{-n}$ carries it to the left. With unit incident amplitude,
$$u_n=z^n+r z^{-n}\quad(n\le0),\qquad u_n=t z^n\quad(n\ge1).$$

The amplitudes must be tied to energy. Across a normal spring, site $n$ exerts the force $K(u_n-u_{n+1})$ on site $n+1$, whose velocity is $-i\omega u_{n+1}$. The time-averaged power passing to the right is half the real part of the force times the conjugate velocity:
$$P=\tfrac12\,\mathrm{Re}\left[K(u_n-u_{n+1})\,i\omega u_{n+1}^*\right]=\tfrac12K\omega\,\mathrm{Im}\left(u_n^*u_{n+1}\right).$$
The term $i\omega|u_{n+1}|^2$ has dropped out because it is imaginary. On the right, $u_n^*u_{n+1}=|t|^2z$, so $P=\tfrac12K\omega|t|^2\sin\theta$. On the left,
$$u_n^*u_{n+1}=z+|r|^2z^{-1}+\left(r z^{-2n-1}+r^*z^{2n+1}\right).$$
The bracket is a number plus its conjugate, hence real, and it does not contribute. Therefore $P=\tfrac12K\omega(1-|r|^2)\sin\theta$. The incident wave alone carries $\tfrac12K\omega\sin\theta$, so the transmitted energy fraction is $T=|t|^2$ and the reflected fraction is $R=|r|^2$.

### Two conditions at the altered spring

Let $L_n=z^n+rz^{-n}$ be the left-hand wave continued to all $n$. It obeys the uniform equation at site 0:
$$-m\omega^2L_0=K(L_1-L_0)+K(L_{-1}-L_0).$$
The true motion there obeys
$$-m\omega^2u_0=\kappa K(u_1-u_0)+K(u_{-1}-u_0).$$
Because $u_0=L_0$ and $u_{-1}=L_{-1}$, subtraction leaves $K(L_1-L_0)=\kappa K(u_1-u_0)$.

The right-hand wave $R_n=tz^n$ is treated in the same way at site 1. The uniform and true equations are
$$-m\omega^2R_1=K(R_2-R_1)+K(R_0-R_1),$$
$$-m\omega^2u_1=K(u_2-u_1)+\kappa K(u_0-u_1).$$
With $u_1=R_1$ and $u_2=R_2$, subtraction leaves $K(R_1-R_0)=\kappa K(u_1-u_0)$. Each half of the chain must feel from the altered spring the force that a normal spring would have supplied to its wave. Written out, with $u_1=tz$ and $u_0=1+r$, and with $K$ cancelled,
$$z+\frac rz-1-r=\kappa(tz-1-r),\tag{1}$$
$$t(z-1)=\kappa(tz-1-r).\tag{2}$$

### Solving for the amplitudes

The left side of (1) factorises:
$$(z-1)+r\,\frac{1-z}{z}=(z-1)\left(1-\frac rz\right).$$
Equating it to the left side of (2) and dividing by $z-1$, which is nonzero for $0<\theta<\pi$, gives
$$t=1-\frac rz,\qquad r=z(1-t).$$
Put this $r$ into (2):
$$t(z-1)=\kappa(tz-1-z+tz)=\kappa(2tz-1-z).$$
Collecting the terms in $t$ gives $t(z-1-2\kappa z)=-\kappa(1+z)$, or
$$t=\frac{\kappa(1+z)}{1-z+2\kappa z}.\tag{3}$$

Now write $c=\cos(\theta/2)$ and $s=\sin(\theta/2)$. Then
$$1+z=2e^{i\theta/2}c,\qquad 1-z=-2ie^{i\theta/2}s,\qquad 2\kappa z=2\kappa e^{i\theta/2}(c+is).$$
The common factor $2e^{i\theta/2}$ cancels between numerator and denominator:
$$t=\frac{\kappa c}{\kappa c-i(1-\kappa)s},\qquad r=z(1-t)=\frac{-iz(1-\kappa)s}{\kappa c-i(1-\kappa)s}.$$
Taking squared moduli answers question 1:
$$T=\frac{\kappa^2c^2}{\kappa^2c^2+(1-\kappa)^2s^2},\qquad R=\frac{(1-\kappa)^2s^2}{\kappa^2c^2+(1-\kappa)^2s^2}.\tag{4}$$
Their sum is 1, as energy conservation requires. A uniform chain, $\kappa=1$, has $T=1$, and a cut chain, $\kappa\to0$, has $T\to0$.

### What controls the transmission

Dividing numerator and denominator of (4) by $\kappa^2c^2$ gives
$$T=\frac{1}{1+\left(\dfrac1\kappa-1\right)^2\tan^2\dfrac\theta2}.\tag{5}$$
The compliance of a spring is its stretch per unit force. The altered spring has compliance $1/(\kappa K)$, so $1/\kappa-1$ is its excess compliance in units of $1/K$.

Equation (2) shows why long waves pass easily. The altered spring stretches by $t(z-1)/\kappa$, which exceeds the stretch of a normal spring in the transmitted wave by $t(z-1)(1/\kappa-1)$. Since $|z-1|=2s$, the size of this extra stretch relative to the displacement $|t|$ is $2s\,|1/\kappa-1|$. For a given $\kappa$ it becomes small when the wave is long enough, and the two halves of the chain then move almost as if the spring were normal. The weaker the spring, the longer the wave must be.

### Halving the spring

For $\kappa=1/2$ the denominator of (3) is $1-z+z=1$, so
$$t=\frac{1+z}{2},\qquad r=z\left(1-\frac{1+z}2\right)=\frac{z(1-z)}2 .$$
The transmission is
$$T=\cos^2\frac\theta2=1-\frac{\omega^2}{\omega_{\max}^2},\tag{6}$$
where the last form uses $\sin(\theta/2)=\omega/\omega_{\max}$. At $\theta=\pi/2$, $z=i$, and
$$t=\frac{1+i}{2},\qquad r=\frac{i(1-i)}{2}=\frac{1+i}{2},\qquad T=R=\frac{1+1}{4}=\frac12 .$$
This answers question 2. In the language of (5), the halved spring has an excess compliance of exactly one normal spring, and $\tan(\pi/4)=1$, so the denominator is $1+1$.

The same spring is no half-and-half splitter at other wavenumbers. Equation (6) gives $T=0.854$ at $qa=\pi/4$ and $T=0.146$ at $qa=3\pi/4$. For long waves $T\approx1-\theta^2/4$, and at the top of the band $T\to0$.

Equations (3) and (4) were tested against a direct numerical solution of the equations of motion around the defect, for five values of $\kappa$ from 0.1 to 2.5 and five wavenumbers. The largest difference in $T$ was $4\times10^{-15}$.

A second test followed a wave packet in time and measured the energy that crossed the halved spring. The packet was centred at $\theta=\pi/2$ with envelope $e^{-n^2/(2w^2)}$ and $w=60$ sites, and the transmitted fraction was 0.49993. The small deficit follows from the packet's spread. Let $\theta=\pi/2+\delta$. The energy of a component is proportional to $\omega^2$, hence to $1+\sin\delta$, while $T=(1-\sin\delta)/2$. With $\delta$ distributed symmetrically, the energy-weighted mean is
$$\frac{\langle(1+\sin\delta)(1-\sin\delta)\rangle}{2\langle1+\sin\delta\rangle}=\frac{1-\langle\sin^2\delta\rangle}{2}\approx\frac12\left(1-\frac1{2w^2}\right)=0.49993,$$
because the squared spectrum $e^{-w^2\delta^2}$ has variance $1/(2w^2)$.

### Other springs and sensitivity

At $\theta=\pi/2$, $c^2=s^2$ and (4) becomes
$$T=\frac{\kappa^2}{\kappa^2+(1-\kappa)^2}.$$
Setting this to $1/2$ requires $\kappa^2=(1-\kappa)^2$. The root $\kappa=1-\kappa$ gives $\kappa=1/2$; the other sign, $\kappa=-(1-\kappa)$, gives $0=-1$ and no solution. One half is therefore the only finite positive value. The limit $\kappa\to\infty$ also gives $T\to1/2$, since the excess compliance is then $-1$ and (5) contains its square.

For the sensitivity, let $D=\kappa^2+(1-\kappa)^2=1-2\kappa+2\kappa^2$. Then
$$\frac{dT}{d\kappa}=\frac{2\kappa D-\kappa^2(4\kappa-2)}{D^2}=\frac{2\kappa(1-\kappa)}{D^2}.$$
At $\kappa=1/2$, $D=1/2$ and the slope is $0.5/0.25=2$. An error of 0.01 in $\kappa$ shifts $T$ by about 0.02.

### Graphite along the $c$ axis

For compression waves travelling along $c$, each carbon layer can be treated as one rigid mass, and the contact between neighbouring layers as one spring. Mass and stiffness are then taken per unit area. The weakened contact must extend over the whole layer plane, so that a wave at normal incidence stays a one-dimensional problem.

Rough typical inputs are $a=0.335$ nm, a carbon bond length $d=0.142$ nm and $K=110$ GPa/nm, so the weak contact has 55 GPa/nm. The hexagonal cell has area $3\sqrt3d^2/2$ and holds two atoms, which gives $m=0.7614$ mg/m². In SI units,
$$\sqrt{\frac Km}=\sqrt{\frac{1.10\times10^{20}}{7.614\times10^{-7}}}\ \mathrm{s^{-1}}=1.202\times10^{13}\ \mathrm{s^{-1}}.$$
The top of the band is at $f_{\max}=\omega_{\max}/2\pi=(1/\pi)\sqrt{K/m}=3.83$ THz. At $qa=\pi/2$,
$$f=\frac{3.826\ \mathrm{THz}}{\sqrt2}=2.71\ \mathrm{THz},\qquad \lambda=\frac{2\pi}{q}=4a=1.34\ \mathrm{nm},$$
$$v=(0.335\times10^{-9}\ \mathrm m)(1.202\times10^{13}\ \mathrm{s^{-1}})\cos\frac\pi4\approx2850\ \mathrm{m/s}.$$
The phonon energy $hf$ is 11.2 meV. In the model, half the energy of a wave at this frequency passes the weak contact; a single phonon passes with probability one half.

### How far the graphite number can be trusted

The model band edge agrees with the real rigid-layer compression band, which reaches roughly 4 THz. At room temperature, harmonicity is the assumption most open to doubt among those sized here. To estimate its effect, take a Lennard-Jones pair interaction summed over two planes. With $x$ the gap divided by $a$, its energy is proportional to
$$V(x)=\tfrac25x^{-10}-x^{-4},\qquad V''(x)=44x^{-12}-20x^{-6},$$
with its minimum at $x=1$. This neglects the slight compression of the stack by the attraction of more distant layers. According to this law, opening a gap by 0.0129 nm halves its stiffness. The law is only a model: it makes the $c$-axis modulus rise with pressure with slope 16, against roughly 11 reported from high-pressure diffraction on graphite. This opening is therefore probably too small (a power law with slope 11 needs about 0.020 nm), and the anharmonic shifts below are probably too large. That opening is taken here as the cause of the weak contact. Something outside the model must hold the gap open, because this law alone would pull it back to $x=1$ with a stress of about 1 GPa. That agent is assumed here to add neither stiffness nor mass; a real spacer would add both and change $\kappa$.

Thermal motion can be compared with it. For a rough estimate, treat the two layers at a contact as a pair isolated from their other neighbours. If these layers, of bending rigidity $B$, move by $\pm\delta/2$, their joint bending energy per area is $2\cdot\tfrac12B(\nabla^2\delta/2)^2=\tfrac14B(\nabla^2\delta)^2$. A gap of stiffness $K_g$ adds $\tfrac12K_g\delta^2$. Classical equipartition over the in-plane wavenumbers $p$ gives
$$\langle\delta^2\rangle=\int_0^\infty\frac{p\,dp}{2\pi}\,\frac{k_BT_0}{K_g+Bp^4/2}=\frac{k_BT_0}{8\sqrt{K_gB/2}},$$
where $T_0$ is the temperature; the substitution $y=p^2$ turns the integral into an arctangent. For a rough $B=1.4$ eV and $T_0=300$ K, the rms gap change is 0.0121 nm at a normal contact and 0.0144 nm at the weak one. These are comparable with the opening that halves the spring, so the accuracy of the harmonic result is not assured at this temperature.

With the mean gaps held fixed, the cubic term of the interaction averages to zero in the mean stiffness, and the quartic term changes it by the fraction $\tfrac12(V''''/V'')\langle\delta^2\rangle/a^2$. This is 16.5 % for a normal contact and 26.5 % for the weak one. With this term alone the ratio becomes
$$\kappa=0.5\times\frac{1.265}{1.165}=0.543,$$
and (4) then gives $T=0.585$ at the same $qa$. The shift of 0.085 is the quartic contribution only, not a prediction of $T$. Taken to second order, the cubic term also changes the effective stiffness felt by the phonon, at the same order in temperature. For a slow, uniform change of the gap it can be estimated from the same pair model. The mean force contains the term $\tfrac12V'''\langle\delta^2\rangle/a^2$, and $\langle\delta^2\rangle\propto K_g^{-1/2}$ changes with the gap by the fraction $-\tfrac12V'''/V''$ per unit of $x$. The stiffness therefore changes by the fraction $-\tfrac14(V'''/V'')^2\langle\delta^2\rangle/a^2$. At $x=1$, $(V'''/V'')^2=17^2=289$, while $V''''/V''=251$, so this change is about 0.58 of the quartic one in size and opposite in sign: the fluctuations adjust and lower the energy cost. At the phonon's own frequency they need not follow in this way, so the net shift is not determined here. Thermal expansion is left out too, and it is not small: in the same pair model a free gap opens by $\tfrac{17}{2}\langle\delta^2\rangle/a\approx0.011a$ at 300 K, which lowers its stiffness by about 17 %, as much as the quartic term raises it. Inelastic phonon scattering is also left out.

Two other effects are small in this model. The same interaction gives second-neighbour layers a stiffness of $-0.0126K$. Including it, with $qa=\pi/2$ held fixed, changes $T$ to 0.512. This shift is small only because the law makes that spring small: $T$ falls by about 0.01 for each $+0.01K$ of second-neighbour stiffness (it is 0.468 at $+0.03K$), and the value for real graphite is not fixed here. Flexing inside a layer is governed by the squared ratio of the phonon frequency to that of an internal out-of-plane mode, roughly 26 THz, and this ratio is 0.011. A weak contact of limited lateral extent would also scatter phonons into other directions, which the chain cannot describe.

## Variation 1: two masses fused together

Replace the altered spring by a rigid link. Sites 0 and 1 then share one displacement $U$ and act as a single mass $2m$. Continuity requires
$$U=1+r=tz,\qquad\text{so}\qquad r=tz-1.$$
The neighbours have $u_2=tz^2$ and $u_{-1}=z^{-1}+rz=z^{-1}+tz^2-z$. Newton's law for the pair is
$$-2m\omega^2\,tz=K(u_{-1}+u_2-2tz)=K(z^{-1}-z+2tz^2-2tz).$$
Using $m\omega^2=K(2-z-z^{-1})$, the left side is $K(-4tz+2tz^2+2t)$. Cancelling $K$ and $2tz^2$, and moving $-2tz$ to the left,
$$2t(1-z)=z^{-1}-z=\frac{(1-z)(1+z)}{z},\qquad t=\frac{1+z}{2z}.$$
Since $|z|=1$, $T=\cos^2(\theta/2)$, the same as for the halved spring at every wavenumber. The transmitted amplitudes differ by the phase factor $1/z$ and the reflected ones by $-1/z$, so the two defects delay the wave differently although they pass the same energy. A numerical solution with a spring of $10^6K$ gave $T=0.500001$ at $qa=\pi/2$.

## Variation 2: one half at another wavenumber

Which spring transmits one half at a chosen $\theta$? Let $\tau=\tan(\theta/2)>0$. Equation (5) gives $T=1/2$ when
$$\left|\frac1\kappa-1\right|\tau=1,\qquad\text{that is}\qquad |1-\kappa|\,\tau=\kappa .$$
For a softened spring, $\kappa<1$, this reads $(1-\kappa)\tau=\kappa$, so
$$\kappa_{\rm soft}=\frac{\tau}{1+\tau}.$$
For a stiffened spring, $\kappa>1$, it reads $(\kappa-1)\tau=\kappa$, so
$$\kappa_{\rm stiff}=\frac{\tau}{\tau-1},$$
which is positive only if $\tau>1$, or $\theta>\pi/2$.

At $\theta=\pi/4$, $\tau=\sqrt2-1$ and $\kappa_{\rm soft}=(\sqrt2-1)/\sqrt2=1-1/\sqrt2$. A longer wave needs a weaker spring to lose half its energy, and no stiffened spring can reflect that much of it. At $\theta=3\pi/4$, $\tau=\sqrt2+1$. The soft solution is $(\sqrt2+1)/(\sqrt2+2)=1/\sqrt2$, and the stiff one is $(\sqrt2+1)/\sqrt2=1+1/\sqrt2$. As $\theta$ falls towards $\pi/2$ from above, $\tau\to1$ and the stiff solution runs off to infinity, where it becomes the fused pair of Variation 1.

## Table of computed values

```
MODEL RESULTS
T at qa=pi/2, halved spring: 0.500000000000
R at qa=pi/2, halved spring: 0.500000000000
t at qa=pi/2: 0.500000 + (0.500000) i
r at qa=pi/2: 0.500000 + (0.500000) i
T at qa=pi/4, halved spring: 0.853553
T at qa=3pi/4, halved spring: 0.146447
T at qa=pi/2, spring 1e6 K: 0.500001
Slope dT/dkappa at kappa=1/2, qa=pi/2: 2.00000
Wave-packet transmitted energy fraction: 0.49993
Largest solver-formula difference in T: 3.9e-15
GRAPHITE ALONG C, ROUGH INPUTS
Layer spacing: 0.335 nm
Carbon bond length: 0.142 nm
Interlayer stiffness: 110 GPa/nm
Halved stiffness: 55 GPa/nm
Bending rigidity: 1.4 eV
Temperature: 300 K
Internal layer mode: 26 THz
GRAPHITE RESULTS
Layer mass per area: 0.7614 mg/m^2
Maximum frequency: 3.826 THz
Frequency at qa=pi/2: 2.705 THz
Phonon energy at qa=pi/2: 11.19 meV
Wavelength at qa=pi/2: 1.340 nm
Group velocity at qa=pi/2: 2847 m/s
SIZE OF NEGLECTED EFFECTS
Second-neighbour/nearest stiffness: -0.01257
T with second neighbours: 0.51226
Gap opening that halves K: 0.0129 nm
Thermal rms gap change, normal contact: 0.0121 nm
Thermal rms gap change, weak contact: 0.0144 nm
Quartic stiffness change, normal: 16.5 %
Quartic stiffness change, weak: 26.5 %
Spring ratio kappa with thermal change: 0.543
T with thermal change: 0.585
Layer flexing, squared frequency ratio: 0.0108
```
